**Tunnelling exponent and transverse momentum distribution for a zero-range well**

For binding energy $\kappa^2/2$, static force $F$ and transverse momentum $p$ (atomic units), the emission probability varies as $\exp[-2(\kappa^2+p^2)^{3/2}/(3F)]$, which becomes $\exp[-2\kappa^3/(3F)]\exp(-\kappa p^2/F)$ for $F\ll\kappa^3$ and small $p$. The program integrates the trajectory and action along two complex-time paths and asserts that both give this exponent. It asserts that the time integral, taken on a contour away from the saddle, approaches the saddle-point value. It solves the stationary Schrödinger equation with a point source and asserts that the flux agrees with the differential rate within an error proportional to $F/\kappa^3$. It also solves for the complex resonance energy and compares its width with $\Gamma=[F/(2\kappa)]\exp[-2\kappa^3/(3F)]$. The output shows width-to-formula ratios of 0.858, 0.924 and 0.960 for $\kappa=1$ and $F=0.1$, 0.05 and 0.025. At $F=0.05$ the computed $\langle p^2\rangle$ is 0.047, against the Gaussian value 0.050.

## Verification by program

```python
"""Tunnelling from a zero-range well in a static field, atomic units.

Result under test: with binding energy kappa^2/2, force F along +z and
transverse momentum p, q = sqrt(kappa^2 + p^2), the differential rate is
    dGamma/d^2p ~ kappa/(2 pi q) exp(-2 q^3/(3F)),
which for F << kappa^3, p << kappa becomes
    exp(-2 kappa^3/(3F)) exp(-kappa p^2/F) / (2 pi),
with total rate Gamma ~ F/(2 kappa) exp(-2 kappa^3/(3F)).
The small parameter is f = F/kappa^3.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants as pc

mp.mp.dps = 30


def complex_time_action(kappa, F, p, later_times):
    """Integrate Newton's equations and the Lagrangian along straight legs
    in complex time; return final state, Im W and Im W without k.r."""
    q = np.sqrt(kappa**2 + p**2)
    start = 1j * q / F
    state = np.array([0, 0, p, 1j * q, 0], dtype=complex)
    t_from = start
    for t_to in later_times:
        leg = t_to - t_from

        def motion(_, y, leg=leg):
            x, z, vx, vz, action = y
            lagrangian = (vx**2 + vz**2) / 2 + F * z
            return leg * np.array([vx, vz, 0, F, lagrangian])

        state = solve_ivp(motion, (0, 1), state, method="DOP853",
                          rtol=1e-11, atol=1e-11).y[:, -1]
        t_from = t_to
    x, z, vx, vz, action = state
    without_boundary = kappa**2 * start / 2 + action
    full = without_boundary - (vx * x + vz * z)
    return state, full.imag, without_boundary.imag


def source_flux(kappa, F, p):
    """dGamma/d^2p from the stationary Schroedinger equation in z with a
    point source at z = 0 and an outgoing wave at large z."""
    q2 = kappa**2 + p**2

    def schroedinger(z, y):
        return [y[1], (q2 - 2 * F * z) * y[0]]

    k_far = 3 * kappa
    z_far = (q2 + k_far**2) / (2 * F)
    u = k_far**-0.5                      # unit outgoing flux
    du = (1j * k_far - F / (2 * k_far**2)) * u
    out = solve_ivp(schroedinger, (z_far, 0), np.array([u, du], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12).y[:, -1]
    z_left = -12 / kappa
    left = solve_ivp(schroedinger, (z_left, 0),
                     [1e-6, 1e-6 * np.sqrt(q2 - 2 * F * z_left)],
                     method="DOP853", rtol=1e-10, atol=1e-16).y[:, -1]
    slope_jump = out[1] / out[0] - left[1] / left[0]
    source_squared = 2 * np.pi * kappa   # from the normalized bound state
    flux = 4 * source_squared / abs(slope_jump * out[0])**2
    return flux / (4 * np.pi**2)


def resonance(kappa, F):
    """Complex energy of the zero-range well in the field. The exact field
    propagator from the origin to itself is integrated on a rotated ray."""
    kappa, F = mp.mpf(str(kappa)), mp.mpf(str(F))
    ray = mp.expjpi(mp.mpf(1) / 3)
    step = mp.mpf("0.03")
    nodes = []
    for j in range(-800, 221):
        s = mp.exp(j * step)
        tau = ray * s
        weight = (step * tau * 2 * mp.pi * (2 * mp.pi * tau)**mp.mpf(-1.5)
                  * mp.expm1(-F**2 * s**3 / 24))
        nodes.append((tau, weight))
    k = kappa
    for _ in range(14):
        energy = -k**2 / 2
        k_new = kappa + mp.fsum(w * mp.exp(energy * t) for t, w in nodes)
        change = abs(k_new - k)
        k = k_new
    assert change < mp.mpf("1e-22")
    energy = -k**2 / 2
    return float(energy.real), float(-2 * energy.imag)


def rate_formula(kappa, F):
    return F / (2 * kappa) * np.exp(-2 * kappa**3 / (3 * F))


# ---- imaginary-time trajectory, two different complex-time paths ----
kappa, F, p_demo = 1.0, 0.05, 0.2
q_demo = np.sqrt(kappa**2 + p_demo**2)
end, im_w, im_w_bare = complex_time_action(kappa, F, p_demo, [0, 15])
end2, im_w2, _ = complex_time_action(kappa, F, p_demo, [7 + 12j, -4 + 3j, 15])
assert abs(im_w - im_w2) < 1e-7
assert abs(im_w - q_demo**3 / (3 * F)) < 1e-7
assert abs(end[1].imag) < 1e-7 and abs(end[3].imag) < 1e-8
assert abs(end[0].imag + p_demo * q_demo / F) < 1e-7
at_exit, im_w0, im_w0_bare = complex_time_action(kappa, F, 0.0, [0])
assert abs(at_exit[3]) < 1e-8
assert abs(at_exit[1] - kappa**2 / (2 * F)) < 1e-7
assert im_w > im_w0 and im_w_bare < im_w0_bare   # boundary term sets sign
terms = [2 * kappa**3 / (3 * F), kappa * p_demo**2 / F,
         p_demo**4 / (4 * kappa * F)]
assert abs(2 * im_w - sum(terms)) < p_demo**6 / (kappa**3 * F)

# ---- time integral on a contour that does not pass the saddle ----
saddle_ratios = []
for field in (0.05, 0.025):
    height = 0.6 * kappa / field
    real_part = np.linspace(-150, 150, 60001)
    t = real_part + 1j * height
    integrand = np.exp(1j * (kappa**2 * t / 2 + field**2 * t**3 / 6))
    integral = abs(np.sum(integrand) * (real_part[1] - real_part[0]))
    saddle = (np.sqrt(2 * np.pi / (field * kappa))
              * np.exp(-kappa**3 / (3 * field)))
    saddle_ratios.append(integral / saddle)
    assert abs(integral / saddle - 1) < 0.3 * field
assert abs(saddle_ratios[1] - 1) < 0.6 * abs(saddle_ratios[0] - 1)

# ---- transverse distribution from the Schroedinger equation ----
laguerre_s, laguerre_w = np.polynomial.laguerre.laggauss(8)
spread = {}
flux_rate = {}
for kap, field in ((1.0, 0.05), (1.0, 0.025), (0.8, 0.02)):
    f = field / kap**3
    momenta = np.sqrt(laguerre_s * field / kap)
    density = np.array([source_flux(kap, field, p) for p in momenta])
    q = np.sqrt(kap**2 + momenta**2)
    predicted = kap / (2 * np.pi * q) * np.exp(-2 * q**3 / (3 * field))
    assert np.all(abs(density / predicted - 1) < 0.6 * f)
    weights = laguerre_w * np.exp(laguerre_s) * density
    spread[kap, field] = np.sum(weights * momenta**2) / np.sum(weights)
    flux_rate[kap, field] = np.pi * field / kap * np.sum(weights)
    assert abs(spread[kap, field] * kap / field - 1) < 2 * f
    p_one = np.sqrt(field / kap)
    log_ratio = np.log(source_flux(kap, field, p_one)
                       / source_flux(kap, field, 0.0))
    assert abs(log_ratio + 1) < f        # Gaussian predicts exactly -1

table = []
density_zero = source_flux(kappa, F, 0.0)
for p in (0.1, 0.2, 0.3, 0.4):
    q = np.sqrt(kappa**2 + p**2)
    table.append((p, source_flux(kappa, F, p) / density_zero,
                  np.exp(-kappa * p**2 / F),
                  np.exp(-2 * (q**3 - kappa**3) / (3 * F))))

# ---- total rate against the complex resonance energy ----
rates = {}
for kap, field in ((1.0, 0.1), (1.0, 0.05), (1.0, 0.025), (0.8, 0.02)):
    energy, width = resonance(kap, field)
    rates[kap, field] = (energy, width, width / rate_formula(kap, field))
    assert width > 0
    assert abs(rates[kap, field][2] - 1) < 2.5 * field / kap**3
for key in flux_rate:
    f = key[1] / key[0]**3
    assert abs(rates[key][1] / flux_rate[key] - 1) < 0.5 * f
error_ratio = (1 - rates[1.0, 0.025][2]) / (1 - rates[1.0, 0.05][2])
assert 0.45 < error_ratio < 0.6          # error linear in F
slope = (np.log(rates[1.0, 0.025][1] / 0.025)
         - np.log(rates[1.0, 0.05][1] / 0.05)) / (1 / 0.025 - 1 / 0.05)
assert abs(slope + 2 / 3) < 0.005

# ---- printed numbers ----
au_time = pc["atomic unit of time"][0]
au_field = pc["atomic unit of electric field"][0]
hartree_ev = pc["Hartree energy in eV"][0]
bohr_nm = pc["Bohr radius"][0] * 1e9
energy, width, ratio = rates[kappa, F]
print(f"kappa = {kappa:.2f} a.u., F = {F:.3f} a.u.")
print(f"F = {F * au_field:.4e} V/m")
print(f"binding energy = {kappa**2 / 2:.3f} hartree"
      f" = {kappa**2 / 2 * hartree_ev:.3f} eV")
print(f"small parameter F/kappa^3 = {F / kappa**3:.3f}")
print(f"imaginary time at p=0 = {kappa / F:.2f} a.u."
      f" = {kappa / F * au_time * 1e15:.4f} fs")
print(f"barrier exit at p=0 = {at_exit[1].real:.3f} bohr"
      f" = {at_exit[1].real * bohr_nm:.4f} nm")
print(f"exponent 2 kappa^3/(3F) = {terms[0]:.4f}")
print(f"exponential factor = {np.exp(-terms[0]):.4e}")
print(f"rate formula = {rate_formula(kappa, F):.4e} a.u.")
print(f"resonance width = {width:.4e} a.u.")
print(f"resonance rate = {width / au_time:.4e} 1/s")
print(f"resonance lifetime = {au_time / width * 1e12:.4f} ps")
print(f"resonance energy, real part = {energy:.6f} hartree")
print(f"Gaussian <p^2> = F/kappa = {F / kappa:.5f} a.u.")
print(f"<p^2> from Schroedinger flux = {spread[kappa, F]:.5f} a.u.")
print(f"Gaussian rms transverse p = {np.sqrt(F / kappa):.4f} a.u.")
print(f"Gaussian rms one component = {np.sqrt(F / (2 * kappa)):.4f} a.u.")
print(f"mean transverse energy, Gaussian = {F / (2 * kappa):.4f} hartree"
      f" = {F / (2 * kappa) * hartree_ev:.4f} eV")
print(f"Trajectory with p = {p_demo:.2f} a.u.:")
print(f"  q = {q_demo:.5f} a.u., tau0 = {q_demo / F:.4f} a.u.")
print(f"  x at t=15 a.u.: {end[0].real:.4f} {end[0].imag:+.4f} i bohr")
print(f"  2 Im W, path 1 = {2 * im_w:.6f}, path 2 = {2 * im_w2:.6f}")
print(f"  terms: {terms[0]:.6f} + {terms[1]:.6f} + {terms[2]:.6f}"
      f" = {sum(terms):.6f}")
print(f"  2 Im W without k.r = {2 * im_w_bare:.6f}")
print("Time integral / saddle value at F=0.05, 0.025: "
      f"{saddle_ratios[0]:.5f}, {saddle_ratios[1]:.5f}")
print("Density relative to p=0 (kappa=1, F=0.05 a.u.):")
print("  p (a.u.)  Schroedinger  Gaussian  full exponent")
for p, numeric, gauss, full in table:
    print(f"  {p:.2f}      {numeric:.5f}       {gauss:.5f}   {full:.5f}")
print("kappa, F (a.u.), resonance width (a.u.), width/formula:")
for (kap, field), (_, gamma, quotient) in rates.items():
    print(f"  {kap:.2f}  {field:.3f}  {gamma:.4e}  {quotient:.4f}")
print(f"slope of ln(width/F) against 1/F = {slope:.5f} a.u.")
print(f"error at F=0.025 / error at F=0.05 = {error_ratio:.4f}")
print("kappa, F (a.u.), flux <p^2> divided by F/kappa:")
for (kap, field), value in spread.items():
    print(f"  {kap:.2f}  {field:.3f}  {value * kap / field:.4f}")
print("tests ok")
```

Output:

```
kappa = 1.00 a.u., F = 0.050 a.u.
F = 2.5711e+10 V/m
binding energy = 0.500 hartree = 13.606 eV
small parameter F/kappa^3 = 0.050
imaginary time at p=0 = 20.00 a.u. = 0.4838 fs
barrier exit at p=0 = 10.000 bohr = 0.5292 nm
exponent 2 kappa^3/(3F) = 13.3333
exponential factor = 1.6196e-06
rate formula = 4.0490e-08 a.u.
resonance width = 3.7427e-08 a.u.
resonance rate = 1.5473e+09 1/s
resonance lifetime = 646.3008 ps
resonance energy, real part = -0.500318 hartree
Gaussian <p^2> = F/kappa = 0.05000 a.u.
<p^2> from Schroedinger flux = 0.04689 a.u.
Gaussian rms transverse p = 0.2236 a.u.
Gaussian rms one component = 0.1581 a.u.
mean transverse energy, Gaussian = 0.0250 hartree = 0.6803 eV
Trajectory with p = 0.20 a.u.:
  q = 1.01980 a.u., tau0 = 20.3961 a.u.
  x at t=15 a.u.: 3.0000 -4.0792 i bohr
  2 Im W, path 1 = 14.141281, path 2 = 14.141281
  terms: 13.333333 + 0.800000 + 0.008000 = 14.141333
  2 Im W without k.r = 12.509595
Time integral / saddle value at F=0.05, 0.025: 0.99031, 0.99499
Density relative to p=0 (kappa=1, F=0.05 a.u.):
  p (a.u.)  Schroedinger  Gaussian  full exponent
  0.10      0.81448       0.81873   0.81832
  0.20      0.43757       0.44933   0.44577
  0.30      0.15247       0.16530   0.15883
  0.40      0.03353       0.04076   0.03598
kappa, F (a.u.), resonance width (a.u.), width/formula:
  1.00  0.100  5.4566e-05  0.8575
  1.00  0.050  3.7427e-08  0.9243
  1.00  0.025  3.1493e-14  0.9605
  0.80  0.020  4.5498e-10  0.9398
slope of ln(width/F) against 1/F = -0.66475 a.u.
error at F=0.025 / error at F=0.05 = 0.5223
kappa, F (a.u.), flux <p^2> divided by F/kappa:
  1.00  0.050  0.9377
  1.00  0.025  0.9661
  0.80  0.020  0.9496
tests ok
```
